**Disulfide–thiol ratio at fixed potential**

For the couple D + 2H⁺ + 2e⁻ ⇌ 2M, the program tests $r=s/m=[-1+\sqrt{1+8KT}]/4$. Here $s$ and $m$ are the disulfide and thiol concentrations, $T=2s+m$ is the total in thiol units (written $C$ in the text), and $K$ is set by the potential and the pH. The program asserts that the formula agrees with direct free-energy minimisation for twelve combinations of total and potential, and it tests both limits and the sensitivities to total, potential and pH. Explicit sums over molecule numbers confirm that the ratio depends on volume for the disulfide couple but not for a one-to-one couple. Further assertions cover the potential of an isolated couple, the charge passed on dilution at fixed potential, and the law for partly bound thiol. In the example, tenfold dilution at fixed potential and pH lowers the ratio from 0.874 to 0.177, whereas an isolated couple keeps its ratio and its potential rises by 29.6 mV. The output also sizes the effects of an uncertain standard potential, ionic activity, thiol binding and ionisation, adsorption and slow diffusion.

## Numerical verification

```python
"""
Equilibrium of a disulfide D and its thiol M:  D + 2 H+ + 2 e-  <->  2 M.
Result under test, for fixed electrode potential E and proton activity h:
    r = s/m = (-1 + sqrt(1 + 8 K T)) / 4,   K = exp(2F(E - E0)/RT) / h^2
s, m : concentrations of disulfide and thiol (mol/L, standard state 1 mol/L)
T    : total in thiol units, T = 2 s + m
E0   : standard potential of the couple, V versus SHE
The formula is compared with direct free-energy minimisation and with
explicit partition sums over the numbers of molecules.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar
from scipy.special import gammaln

FARADAY = const.e * const.N_A
TEMPERATURE = 298.15
f = FARADAY / (const.R * TEMPERATURE)      # 1/V
E0, E_SET, PH, TOTAL = 0.20, 0.30, 0.5, 100e-6
LN_H = -PH * np.log(10)


def equilibrium_constant(E, ln_h=LN_H, standard=E0):
    return np.exp(2 * f * (E - standard) - 2 * ln_h)


def ratio_formula(KT):
    # algebraically equal to (-1 + sqrt(1 + 8 KT))/4, without cancellation
    return 2 * KT / (1 + np.sqrt(1 + 8 * KT))


def split(log_ratio, total):
    m = total / (1 + 2 * np.exp(log_ratio))
    return m * np.exp(log_ratio), m


def solution_energy(s, m, ln_h=LN_H):
    """Free energy per litre over RT, protons included, electrons not."""
    mixing = s * (np.log(s) - 1) + m * (np.log(m) - 1)
    return mixing + s * (2 * f * E0 + 2 * ln_h)


def minimise(total, E, ln_h=LN_H):
    """Return log ratio and minimum of the free energy with electrons."""
    def omega(u):
        s, m = split(u, total)
        return (solution_energy(s, m, ln_h) - 2 * f * E * s) / total
    res = minimize_scalar(omega, bounds=(-15, 15), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, res.fun * total


# --- closed formula against free-energy minimisation
for total in (1e-6, 1e-5, 1e-4, 1e-3):
    for E in (0.25, 0.30, 0.35):
        r_min = np.exp(minimise(total, E)[0])
        r_for = ratio_formula(equilibrium_constant(E) * total)
        assert abs(r_min / r_for - 1) < 1e-4

# --- limiting laws, on minimised states
K = equilibrium_constant(E_SET)
r_low = np.exp(minimise(1e-3 / K, E_SET)[0])
r_high = np.exp(minimise(1e4 / K, E_SET)[0])
assert abs(r_low / 1e-3 - 1) < 0.003
assert abs(r_high / np.sqrt(1e4 / 2) - 1) < 0.005

# --- sensitivities to total, potential and pH, on minimised states
r = ratio_formula(K * TOTAL)
order = (1 + 2 * r) / (1 + 4 * r)
d = 0.05
slope_T = (minimise(TOTAL * np.exp(d), E_SET)[0]
           - minimise(TOTAL * np.exp(-d), E_SET)[0]) / (2 * d)
dE = 0.5e-3
slope_E = (minimise(TOTAL, E_SET + dE)[0]
           - minimise(TOTAL, E_SET - dE)[0]) / (2 * dE)
dpH = 0.01
slope_pH = (minimise(TOTAL, E_SET, LN_H - dpH * np.log(10))[0]
            - minimise(TOTAL, E_SET, LN_H + dpH * np.log(10))[0]) / (2 * dpH)
assert abs(slope_T - order) < 1e-3
assert abs(slope_E / (2 * f * order) - 1) < 1e-3
assert abs(slope_pH / (2 * np.log(10) * order) - 1) < 1e-3


# --- molecule counting: does the ratio depend on volume?
def counted_ratio(units, volume, K_count, reduced_per_oxidised):
    """Mean oxidised / mean reduced number from the explicit sum."""
    p = reduced_per_oxidised
    n_ox = np.arange(units // p + 1)
    n_red = units - p * n_ox
    log_w = (n_ox * np.log(K_count * volume) - gammaln(n_ox + 1)
             + n_red * np.log(volume) - gammaln(n_red + 1))
    w = np.exp(log_w - log_w.max())
    return np.sum(w * n_ox) / np.sum(w * n_red)


UNITS = 20000
volume = UNITS / (K * TOTAL)               # unit K_count gives the same K T
count_two = [counted_ratio(UNITS, volume * x, 1.0, 2) for x in (1, 10)]
count_one = [counted_ratio(UNITS, volume * x, r, 1) for x in (1, 10)]
for value, dilution in zip(count_two, (1, 10)):
    assert abs(value / ratio_formula(K * TOTAL / dilution) - 1) < 2e-3
assert abs(count_one[1] / count_one[0] - 1) < 1e-6
assert count_two[1] < 0.5 * count_two[0]


# --- tenfold dilution with the couple isolated from any electrode
def couple_potential(s, m):
    """Potential from the free-energy change per two electrons released."""
    step = 1e-4 * s
    up = solution_energy(s + step, m - 2 * step)
    down = solution_energy(s - step, m + 2 * step)
    return (up - down) / (2 * step) / (2 * f)


m1 = TOTAL / (1 + 2 * r)
s1 = r * m1
E_before = couple_potential(s1, m1)
E_after = couple_potential(s1 / 10, m1 / 10)
shift = np.log(10) / (2 * f)
assert abs(E_before - E_SET) < 1e-6
assert abs(E_after - E_before - shift) < 1e-6

# --- tenfold dilution at fixed potential, 1 L made up to 10 L
r2 = ratio_formula(K * TOTAL / 10)
m2 = TOTAL / 10 / (1 + 2 * r2)
s2 = r2 * m2
charge = 2 * FARADAY * (1 * s1 - 10 * s2)


def electrons_released(total):
    """Per litre, from the slope of the minimum free energy with potential."""
    x = 1e-3
    return -(minimise(total, E_SET + x / f)[1]
             - minimise(total, E_SET - x / f)[1]) / (2 * x)


charge_slope = FARADAY * (electrons_released(TOTAL)
                          - 10 * electrons_released(TOTAL / 10))
assert abs(charge_slope / charge - 1) < 1e-4


# --- thiol also held in a bound form, q bound per free thiol
def ratio_all_thiol(q):
    return ratio_formula(K * TOTAL / (1 + q) ** 2)


def minimised_bound(q):
    def omega(x):
        a, b = np.exp(x)
        m = TOTAL / (1 + 2 * a + b)
        s, bound = a * m, b * m
        value = solution_energy(s, m) - 2 * f * E_SET * s
        value += bound * (np.log(bound) - 1 - np.log(q))
        return value / TOTAL
    res = minimize(omega, [-1.0, 0.5], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 2000})
    a, b = np.exp(res.x)
    return a / (1 + b)


for q in (1.0, 10.0):
    assert abs(minimised_bound(q) / ratio_all_thiol(q) - 1) < 1e-4

# --- size of neglected effects
eps = 78.4 * const.epsilon_0               # rough permittivity of water
kT = const.k * TEMPERATURE
kappa_1M = np.sqrt(2 * const.N_A * 1000 * const.e ** 2 / (eps * kT))
A_debye = const.e ** 2 * kappa_1M / (8 * np.pi * eps * kT) / np.log(10)
ionic = 0.5
davies = np.sqrt(ionic) / (1 + np.sqrt(ionic)) - 0.3 * ionic
log_g_thiol, log_g_disulfide = -A_debye * davies, -4 * A_debye * davies
K_factor = 10 ** (2 * log_g_thiol - log_g_disulfide)
PKA = 10.0
ionised = 10 ** (PH - PKA)
coverage = 3e-6                            # mol thiol units per m2
width = 50e-9                              # m
trench = coverage / (TOTAL * 1000 * width / 2)
bath_volume, area = 0.010, 0.07            # m3, m2
bath = coverage * area / (TOTAL * 1000 * bath_volume)
diffusivity, layer = 5e-10, 30e-6          # m2/s, m
hours = bath_volume * layer / (area * diffusivity) / 3600

print("INPUTS (round model values)")
print(f"temperature {TEMPERATURE:.2f} K, pH {PH:.1f}")
print(f"E0 {E0:.2f} V, E {E_SET:.2f} V vs SHE")
print(f"total T {TOTAL*1e6:.0f} uM thiol units")
print("MAIN RESULT")
print(f"RT/F = {1000/f:.3f} mV")
print(f"2F(E-E0)/RT = {2*f*(E_SET-E0):.4f}")
print(f"proton activity h = {np.exp(LN_H):.4f}")
print(f"K = {K:.4e} 1/M = {K*1e-6:.5f} 1/uM")
print(f"K T = {K*TOTAL:.4f}")
print(f"ratio r = {r:.4f}; minimised {np.exp(minimise(TOTAL,E_SET)[0]):.4f}")
print(f"thiol {m1*1e6:.2f} uM, disulfide {s1*1e6:.2f} uM")
print(f"d ln r/d ln T = {order:.4f}; numerical {slope_T:.4f}")
print(f"d ln r/dE = {slope_E/1000:.4f} per mV")
print(f"d ln r/dpH = {slope_pH:.4f}")
print("TOTAL (uM): ratio, thiol (uM), disulfide (uM), S share in disulfide")
for total in (1e-6, 1e-5, 1e-4, 1e-3):
    x = ratio_formula(K * total)
    m = total / (1 + 2 * x)
    print(f"{total*1e6:6.0f}: {x:.4f}, {m*1e6:.3f}, {x*m*1e6:.3f}, "
          f"{200*x/(1+2*x):.1f} %")
print("POTENTIAL (V): ratio at T = 100 uM")
for E in (0.20, 0.25, 0.30, 0.35):
    print(f"{E:.2f}: {ratio_formula(equilibrium_constant(E)*TOTAL):.4g}")
print("LIMITS from minimisation")
print(f"K T = 0.001: r = {r_low:.6f}; K T = 10000: r = {r_high:.3f}")
print("COUNTING, volume x1 and x10")
print(f"two thiols per disulfide: {count_two[0]:.4f}, {count_two[1]:.4f}")
print(f"one-to-one couple: {count_one[0]:.4f}, {count_one[1]:.4f}")
print("TENFOLD DILUTION, 1 L to 10 L")
print(f"isolated: ratio {r:.4f}, E {E_before:.4f} -> {E_after:.4f} V")
print(f"isolated: potential shift {1000*shift:.2f} mV")
print(f"fixed E: ratio {r:.4f} -> {r2:.4f}")
print(f"fixed E: cathodic charge {charge:.3f} C")
print("NEGLECTED EFFECTS")
for standard in (0.15, 0.25):
    x = ratio_formula(equilibrium_constant(E_SET, LN_H, standard) * TOTAL)
    print(f"E0 = {standard:.2f} V instead: r = {x:.4f}")
print(f"Davies at {ionic:.1f} M: K times {K_factor:.2f}, "
      f"r = {ratio_formula(K*K_factor*TOTAL):.3f}")
for q in (1.0, 10.0):
    print(f"bound/free thiol q = {q:.0f}: disulfide/all thiol "
          f"{ratio_all_thiol(q):.4f}")
print(f"ionised/neutral thiol (pKa {PKA:.0f}): {ionised:.1e}")
print(f"adsorbed coverage assumed {coverage*1e6:.0f} umol/m2")
print(f"adsorbed/dissolved, {width*1e9:.0f} nm trench: {trench:.0f}")
print(f"adsorbed/dissolved, {bath_volume*1000:.0f} L bath with "
      f"{area:.2f} m2: {bath:.1e}")
print(f"diffusion {diffusivity*1e4:.0e} cm2/s, layer {layer*1e6:.0f} um")
print(f"shortest bath conversion time {hours:.1f} h")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (round model values)
temperature 298.15 K, pH 0.5
E0 0.20 V, E 0.30 V vs SHE
total T 100 uM thiol units
MAIN RESULT
RT/F = 25.693 mV
2F(E-E0)/RT = 7.7843
proton activity h = 0.3162
K = 2.4027e+04 1/M = 0.02403 1/uM
K T = 2.4027
ratio r = 0.8742; minimised 0.8742
thiol 36.38 uM, disulfide 31.81 uM
d ln r/d ln T = 0.6112; numerical 0.6112
d ln r/dE = 0.0476 per mV
d ln r/dpH = 2.8147
TOTAL (uM): ratio, thiol (uM), disulfide (uM), S share in disulfide
     1: 0.0230, 0.956, 0.022, 4.4 %
    10: 0.1774, 7.382, 1.309, 26.2 %
   100: 0.8742, 36.385, 31.808, 63.6 %
  1000: 3.2251, 134.226, 432.887, 86.6 %
POTENTIAL (V): ratio at T = 100 uM
0.20: 0.000998
0.25: 0.04497
0.30: 0.8742
0.35: 7.428
LIMITS from minimisation
K T = 0.001: r = 0.000998; K T = 10000: r = 70.461
COUNTING, volume x1 and x10
two thiols per disulfide: 0.8742, 0.1774
one-to-one couple: 0.8742, 0.8742
TENFOLD DILUTION, 1 L to 10 L
isolated: ratio 0.8742, E 0.3000 -> 0.3296 V
isolated: potential shift 29.58 mV
fixed E: ratio 0.8742 -> 0.1774
fixed E: cathodic charge 3.612 C
NEGLECTED EFFECTS
E0 = 0.15 V instead: r = 7.4279
E0 = 0.25 V instead: r = 0.0450
Davies at 0.5 M: K times 1.86, r = 1.266
bound/free thiol q = 1: disulfide/all thiol 0.3524
bound/free thiol q = 10: disulfide/all thiol 0.0191
ionised/neutral thiol (pKa 10): 3.2e-10
adsorbed coverage assumed 3 umol/m2
adsorbed/dissolved, 50 nm trench: 1200
adsorbed/dissolved, 10 L bath with 0.07 m2: 2.1e-04
diffusion 5e-06 cm2/s, layer 30 um
shortest bath conversion time 2.4 h
ALL CHECKS PASSED
```
